Weizsäcker's gradient term and Scott's Z² energy in Thomas–Fermi atoms

**1. Scales near the nucleus fix the form of the answer**

Hartree atomic units are used. The atom is neutral, nonrelativistic and spin-unpolarized, with nuclear charge Z. The electrons are described by their density n = ψ², with ψ ≥ 0, and by the functional

E[n] = (3γ/5)∫n^(5/3) d³r + (λ/2)∫|∇ψ|² d³r − Z∫(n/r) d³r + ½∬ n(r)n(r′)/|r−r′| d³r d³r′,

γ = (3π²)^(2/3)/2.

The second term is the Weizsäcker energy with weight λ. Since ∇n = 2ψ∇ψ, it equals (λ/8)∫|∇n|²/n. Exchange and correlation are left out.

Close to the nucleus the repulsion is weak compared with Z/r. Three energy densities remain. If ℓ is the length and ν the density typical of this region, they have the sizes

gradient: λν/ℓ²,  Thomas–Fermi: γν^(5/3),  nuclear attraction: Zν/ℓ.

Equating the first and third gives ℓ = λ/Z. Equating the second and third then gives ν^(2/3) = Z/(γℓ) = Z²/(λγ). The energy of the region is therefore of size

(Zν/ℓ)ℓ³ = Z (Z²/λγ)^(3/2) (λ/Z)² = √λ γ^(−3/2) Z².

So the gradient term must add an energy

E − E_TF = D(λ)Z² + o(Z²),  D(λ) = K√λ/γ^(3/2),  (1)

at fixed λ and Z → ∞, where K is a pure number. It remains to prove that this is the leading change and to find K.

The number of electrons in the region is of size νℓ³ = (λ/γ)^(3/2), independent of Z. Their mutual repulsion is of order 1/ℓ, that is of order Z. The outer electrons add a nearly constant potential of order Z^(4/3) (section 2). Both are negligible beside Z².

**2. What goes wrong without the gradient term**

For λ = 0 the neutral atom obeys the Thomas–Fermi equation

γ n_TF^(2/3) = φ,  φ = Z/r − ∫n_TF(r′)/|r−r′| d³r′,

with zero chemical potential. Write φ = (Z/r)χ(r/L), with χ(0) = 1. Poisson's equation (rφ)″ = 4πr n_TF becomes, with ξ = r/L,

χ″ = 4πγ^(−3/2) Z^(1/2) L^(3/2) χ^(3/2)/√ξ.

The prefactor is 1 if L = bZ^(−1/3), with b = γ/(4π)^(2/3) = ½(3π/4)^(2/3). With χ′(0) = −B, the potential near the nucleus is

φ = Z/r − (B/b)Z^(4/3) + … .

The constant is minus the electrons' potential at the nucleus. Because E_TF is stationary in n and the chemical potential vanishes, dE_TF/dZ = −∫n_TF/r d³r = −(B/b)Z^(4/3). Integration gives

E_TF = −(3/7)(B/b)Z^(7/3) = −0.7687 Z^(7/3) hartree,

for the computed slope B = 1.5881.

At small r the density is n_TF ≈ (Z/γr)^(3/2). This is the r^(−3/2) divergence. It is integrable, but its gradient energy is not finite. With ψ = (Z/γr)^(3/4) one has |∇ψ|² = (9/16)(Z/γ)^(3/2) r^(−7/2), and the part outside a small radius r_c behaves as

(λ/2)·4π·(9/16)(Z/γ)^(3/2) ∫_(r_c) r^(−3/2) dr ≈ (9π/4)λ(Z/γ)^(3/2) r_c^(−1/2).

First-order perturbation theory in λ therefore fails. A cutoff at r_c = λ/Z turns this expression into (9π/4)√λ γ^(−3/2)Z², in agreement with the form (1).

**3. The density becomes finite**

Varying ψ, with chemical potential μ and total electrostatic potential Φ, gives after division by 2

−(λ/2)∇²ψ + γψ^(7/3) − Φψ = μψ.  (2)

Since γψ^(7/3) ≥ 0 and Φ ≤ Z/r, it follows that −(λ/2)∇²ψ ≤ (Z/r + μ)ψ. In a small ball ψ is therefore at most a harmonic function plus the electrostatic potential of a source proportional to (Z/r′ + |μ|)ψ(r′). Finite gradient energy makes ψ⁶ integrable (Sobolev's inequality). Hölder's inequality then bounds ∫ψ(r′)/(r′|r−r′|) d³r′ by (∫ψ⁶)^(1/6) times [∫(r′|r−r′|)^(−6/5) d³r′]^(5/6). The last integral is finite for every r, because even at r = 0 its singularity r′^(−12/5) is integrable in three dimensions. The μ term is less singular. So ψ is locally bounded. Hence n(0) is finite for every λ > 0.

The slope follows from the 1/r terms of (2). With ∇²ψ = ψ″ + 2ψ′/r, they give −λψ′(0) − Zψ(0) = 0, so

ψ′(0)/ψ(0) = −Z/λ,  n′(0)/n(0) = −2Z/λ.

The true electron density has the cusp n′/n = −2Z, which this model gives for λ = 1.

Now set r = λx/Z and ψ² = (Z²/λγ)^(3/2) f². In (2) each retained term acquires the common factor Z²/λ, while μ and the constant part of Φ drop out in the limit. The inner equation contains neither Z nor λ:

−½∇²f + f^(7/3) − f/x = 0.  (3)

The solution must be finite at x = 0 and join the Thomas–Fermi form f ≈ x^(−3/4) at large x. The first correction there follows from ∇²x^p = p(p+1)x^(p−2) with p = −3/4, which gives ∇²f/f ≈ −3/(16x²). Then

f^(4/3) = 1/x + ½∇²f/f ≈ (1/x)[1 − 3/(32x)],

f ≈ x^(−3/4)[1 − 9/(128x)].

The numerical solution has f(0) = 1.6315. The ratio of its density to the Thomas–Fermi singularity, f²x^(3/2), is 0.07 at x = 0.1, 0.66 at x = 1 and 0.985 at x = 10. The relative change in density is thus large only within a few lengths λ/Z. It falls off slowly, as 9/(64x), so the total displaced charge still grows with radius (section 5).

**4. An energy identity with no negative terms**

Let δn = n − n_TF, where n is any trial density. Expanding the repulsion about n_TF gives

E[n] − E_TF = (λ/2)∫|∇ψ|² + ∫[(3γ/5)(n^(5/3) − n_TF^(5/3)) − φ δn] + ½∬ δn δn′/|r−r′|.

Insert n_TF = (φ/γ)^(3/2). The terms without n combine to

φn_TF − (3γ/5)n_TF^(5/3) = (1 − 3/5)γ^(−3/2)φ^(5/2),

so that

E[n] − E_TF = (λ/2)∫|∇ψ|² + ∫[(3γ/5)n^(5/3) − φn + (2/5)γ^(−3/2)φ^(5/2)] + ½∬ δn δn′/|r−r′|.  (4)

The square bracket is convex in n and has its minimum, zero, at n = n_TF. The last term is the electrostatic energy of the charge δn, hence also non-negative. In the inner variables, with φ replaced by Z/r, the first two terms of (4) become √λ γ^(−3/2)Z² times

K[f] = ∫[½|∇f|² + (3/5)f^(10/3) − f²/x + (2/5)x^(−5/2)] d³x.  (5)

Its Euler equation is (3). The integral converges. At large x the gradient part falls as x^(−7/2), and the other terms together are quadratic in the density change and fall as x^(−9/2). At small x the worst term is x^(−5/2), which is integrable in three dimensions. Let K be the minimum. The functional is convex in f², so the positive minimizer is unique.

**5. The Z² law from two sides**

Lower bound. Drop the repulsion of δn in (4) and keep the other integrals only inside x < X. All discarded terms are non-negative. In this ball the scaled potential is

λφ/Z² = 1/x − λ(B/b)Z^(−2/3) + …,

which tends to 1/x at fixed X. The change it makes in the f² term is controlled by the f^(10/3) term. Hence (E − E_TF)/Z² is, in the limit, at least √λγ^(−3/2)K_X, where K_X is the minimum of (5) restricted to the ball. Now let X grow. The K_X increase and cannot exceed K. Their minimizers have bounded energy, so a subsequence converges locally to some f. Because the integrand is non-negative, K[f] ≤ lim K_X. Thus K_X → K.

Upper bound. Take ψ = √n_TF g, with g = x^(3/4)f(x) and f the minimizer. The bracket in (4) is then

γ^(−3/2)φ^(5/2)[(3/5)g^(10/3) − g² + 2/5].

The factor in brackets is non-negative and φ ≤ Z/r, so this part does not exceed its inner value. For the gradient, write ψ = χ^(3/4)ψ_in, where ψ_in is the unscaled inner solution:

∇ψ = χ^(3/4)∇ψ_in + ψ_in∇χ^(3/4).

Since χ ≤ 1, the square of the first part gives at most the inner gradient energy, of order Z². The second part lives at r ~ Z^(−1/3), where ψ_in² ~ Z², the squared inverse length is Z^(2/3) and the volume is Z^(−1). Its square contributes O(Z^(5/3)). By the Cauchy–Schwarz inequality the cross term is at most of order (Z²·Z^(5/3))^(1/2) = Z^(11/6), which is still o(Z²).

For the repulsion, g² − 1 ≈ −9/(64x) at large x, so the charge q of δn within x grows as √x. Its energy ½∫q²/r² dr is of order Z∫dx/x = O(Z ln Z), the logarithm ending at the Thomas–Fermi radius. The total of δn is negative, of order −Z^(1/3), so the trial density holds slightly fewer than Z electrons. The missing ones can be spread far away at arbitrarily small energy cost.

The two bounds agree at order Z², which proves (1). The condition is λ/Z ≪ Z^(−1/3), or λ ≪ Z^(2/3): the inner region must be small compared with the atom.

**6. The number K**

Call the gradient part of (5) G and the rest U. Under f(x) → s^(3/4)f(sx), the gradient density gains s^(3/2+2), the other densities gain s^(5/2), and the volume gives s^(−3). Therefore

K(s) = s^(1/2)G + s^(−1/2)U.

For the minimizer this is stationary at s = 1, so G = U and

K = 2G = ∫|∇f|² d³x.

To leading order, half of DZ² is Weizsäcker energy. The other half is the cost of moving the density away from its Thomas–Fermi form.

A bound can be found by hand with f = (x+1)^(−3/4). With y = x + 1,

G = (9π/8)∫₁^∞ (y^(−3/2) − 2y^(−5/2) + y^(−7/2)) dy = (9π/8)(2 − 4/3 + 2/5) = 6π/5.

For U the radial integral up to a large X has three parts:

(3/5)∫x²(x+1)^(−5/2)dx = (3/5)[2√y + 4/√y − (2/3)y^(−3/2)] − 16/5,

−∫x(x+1)^(−3/2)dx = −[2√y + 2/√y] + 4,

(2/5)∫x^(−1/2)dx = (4/5)√X.

The brackets are taken at the upper limit y = X + 1, and the constants come from y = 1. The growing terms cancel, since 6/5 − 2 + 4/5 = 0. What remains is 4 − 16/5 = 4/5, so U = 4π·4/5 = 16π/5. The best scale is s = U/G, which gives

K ≤ 2√(GU) = 8π√6/5 = 12.31.

The numerical solution of (3) gives G = U = 6.070 and K = 12.139, so the simple trial function lies 1.4% above the minimum.

**7. Scott's coefficient**

The Z² term of a quantum atom can be seen with noninteracting electrons in the field −Z/r. Fill the shells k = 1, …, m. Shell k holds 2k² electrons of energy −Z²/(2k²), so it contributes −Z², and

E = −Z²m,  N = 2Σk² = m(m+1)(2m+1)/3.

In Thomas–Fermi theory for the same field, let the chemical potential be −Z²/(2ν²). The density ends at R = 2ν²/Z, and with r = Ru

N = 4πγ^(−3/2)(ZR)^(3/2)∫₀¹ u^(1/2)(1−u)^(3/2) du.

The integral is π/16 and γ^(3/2) = 3π²/2^(3/2), so N = (2ZR)^(3/2)/12 = 2ν³/3. From dE = −Z²/(2ν²) dN and dN = 2ν² dν follows E = −Z²ν. Equal electron numbers require

ν³ = 3N/2 = (m+½)³ − ¼(m+½),

ν = m + ½ − 1/(12m) + … .

The quantum energy therefore lies above the Thomas–Fermi energy by

Z²(ν − m) = Z²[½ − 1/(12m) + …] → Z²/2.

For 200 shells the computed shift is 0.49958 Z², as the expansion predicts.

In the interacting atom the innermost shells see the same Coulomb field plus a nearly constant screening potential. A constant shifts both energies by the same amount at equal N, so the coefficient ½ should survive. This is the physical reason for taking over Scott's term, not a proof for interacting electrons.

**8. Matching, and why 1/9 falls short**

Setting D = ½ in (1) gives √λ = γ^(3/2)/(2K), or

λ_S = [10.468/(2 × 12.139)]² = 0.186.

The hand bound on K gives λ_S ≥ 0.1807. For λ = 1/9, in contrast,

D = 12.139/(3 × 10.468) = 0.387,

which is 77% of Scott's coefficient.

The value 1/9 is the coefficient of the gradient expansion of the kinetic energy for slowly varying densities. Slow variation means that |∇n|/n is small compared with the local Fermi wavenumber k_F = √(2φ). Near the nucleus the Thomas–Fermi density has |∇n|/n = 3/(2r) and k_F = √(2Z/r), so

|∇n|/(k_F n) = 3/(2√(2Zr)).

This is small for r ≫ 1/Z, about 1 at r = 1/Z, and larger still closer in, where most of the Z² energy arises. A fourth-order gradient term, of the form n^(1/3)|∇n/n|⁴, contributes there Z·Z⁴·Z^(−3) = Z², the same order as the second-order one. Truncation at second order with weight 1/9 thus has no claim to the right Z² coefficient. The value 0.186 is an effective weight that represents the inner region by one number.

Complete self-consistent atoms, solved with the full screened potential inside a neutral sphere of radius 50L, provide a separate check. For λ_S, (E − E_TF)/Z² is 0.4911, 0.4960 and 0.4982 at Z = 10³, 10⁴ and 10⁵, and a quadratic in Z^(−1/3) through these three points extrapolates to 0.500. For λ = 1/9 the extrapolated value is 0.387. The distances from 0.5 in the first series are 0.0089, 0.0040 and 0.0018. Each is smaller than the one before by a factor of about 2.2, close to 10^(1/3), which suggests a next energy term of order Z^(5/3).

**9. What the energy match does not repair**

The inner solution gives

n(0) = f(0)² Z³/(λγ)^(3/2).

As λ → 0 this diverges while D → 0, and the Thomas–Fermi atom returns. For λ_S the value is 3.17 Z³. Filled hydrogenic s shells give Σ 2Z³/(πk³) = 0.765 Z³, so the model density at the nucleus is 3.17/0.765 = 4.1 times too large by this measure. Since n(0) ∝ λ^(−3/2), matching it would need

λ = 0.186 × 4.1^(2/3) ≈ 0.48,

and the cusp would need λ = 1. No single λ meets all three conditions.

**10. Example: the erbium atom**

For Z = 68 the statistical model gives, in hartree,

E_TF = −14509,  Z²/2 = 2312,  E_TF + Z²/2 = −12197.

The full equations were solved in a neutral sphere of radius 10.85 bohr, with zero slope of ψ at its surface.

With λ = 1/9, E = −12786 hartree (−347.9 keV). The rise above E_TF is 1723 hartree, against a leading term DZ² of 1787.

With λ_S, E = −12307 hartree (−334.9 keV). The rise is 2202 hartree, against 2312.

The change of λ thus moves the energy from 589 to 110 hartree below the Thomas–Fermi–Scott value. The remaining 110 hartree is 4.8% of the Scott term and comes from the orders beyond Z². The Weizsäcker energy for λ_S is 1039 hartree, or 47% of the rise; the leading-order law gives 50%.

These comparisons are made within nonrelativistic statistical theory. Exchange, correlation, shell structure and relativity are absent, and the last is important in so heavy an atom. The figures therefore show how well λ_S reproduces Scott's term at a finite Z, not how close the model comes to the measured energy of erbium. The numerical output below lists the values used here.

Values computed for the example and the checks

```
TF initial slope magnitude B = 1.588071
TF energy / Z^(7/3) = -0.768745 hartree
gamma = 4.785390, gamma^(3/2) = 10.468296 a.u.
inner gradient integral G = 6.06968
inner local integral U = 6.06968
universal constant K = 12.1394
trial G, U = 3.76991, 10.05310
trial upper bound on K = 12.3125
lambda from trial bound = 0.1807
lambda matching Scott = 0.1859
inner amplitude f(0) = 1.6315
f'/f at x = 0.01: -0.9905
x(1-g) at x = 50: 0.07115; limit 9/128 = 0.07031
TFW/TF inner density ratio at x = 0.1: 0.0695
TFW/TF inner density ratio at x = 1: 0.6642
TFW/TF inner density ratio at x = 10: 0.9847
Scott shift, 200 shells = 0.49958 Z^2 hartree
[1/9] D from inner problem = 0.3865 hartree
[1/9] (E-E_TF)/Z^2 at Z=1e3,1e4,1e5 = 0.3813, 0.3842, 0.3855 hartree
[1/9] D extrapolated from atoms = 0.3865 hartree
[1/9] n(0)/Z^3, inner limit = 6.8657 a.u.
[lambda_S] D from inner problem = 0.5000 hartree
[lambda_S] (E-E_TF)/Z^2 at Z=1e3,1e4,1e5 = 0.4911, 0.4960, 0.4982 hartree
[lambda_S] D extrapolated from atoms = 0.5000 hartree
[lambda_S] n(0)/Z^3, inner limit = 3.1723 a.u.
hydrogenic s shells: n(0)/Z^3 = 0.7653 a.u.
Er: Z = 68
Er: TF energy = -14509.0 hartree
Er: Scott term Z^2/2 = 2312.0 hartree
Er: TF + Scott = -12197.0 hartree
Er [1/9]: TFW energy = -12785.6 hartree = -347.91 keV
Er [1/9]: E - E_TF = 1723.3 hartree
Er [1/9]: leading D Z^2 = 1787.4 hartree
Er [1/9]: Weizsaecker energy = 826.2 hartree
Er [1/9]: n(0)/Z^3 = 6.7174 a.u.
Er [lambda_S]: TFW energy = -12307.3 hartree = -334.90 keV
Er [lambda_S]: E - E_TF = 2201.7 hartree
Er [lambda_S]: leading D Z^2 = 2312.0 hartree
Er [lambda_S]: Weizsaecker energy = 1039.0 hartree
Er [lambda_S]: n(0)/Z^3 = 3.0620 a.u.
Er: cell radius = 10.85 bohr
```
